# The XDM C6 Coefficient and Its Value 6.75 for Hydrogen

## The hole of a single electron

Hartree atomic units are used throughout. Take a hydrogen atom in its ground state, with the proton at the origin, orbital \(\psi_0=\pi^{-1/2}e^{-r}\) and density \(\rho=\psi_0^2\). A mean-field picture places the electron at \(\mathbf r_1\) in the full density \(\rho(\mathbf r_2)\). There is no second electron, so the true density of other electrons is zero, and the correction to be subtracted from \(\rho\), called the hole, is

\[ h(\mathbf r_1,\mathbf r_2)=\rho(\mathbf r_2). \tag{1} \]

The hole is a missing electron: one unit of positive charge, spherical about the proton wherever the reference electron is. Its centroid \(\mathbf c=\int h\,\mathbf r_2\,d^3r_2\) is zero. The electron and its hole form a neutral object with dipole \(-\mathbf d_X\), where \(\mathbf d_X=\mathbf r_1-\mathbf c=\mathbf r_1\). With \(\int_0^\infty r^n e^{-2r}dr=n!/2^{n+1}\), the radial moments are \(\langle r^k\rangle=4\,(k+2)!/2^{k+3}\), and the mean square of this dipole is

\[ M=\int\rho\,d_X^2\,d^3r=\langle r^2\rangle=\frac{4\cdot 24}{32}=3. \tag{2} \]

The dipole operator of the atom is \(\boldsymbol\mu=-\mathbf r\), so \(M\) equals the ground-state fluctuation \(\langle\mu^2\rangle\). The exchange-hole dipole moment (XDM) model builds \(C_6\) from \(M\) and the static polarizability for any number of electrons. It takes two steps, a closure approximation and the use of \(M\) for the dipole fluctuation. By (2) the second step costs nothing for hydrogen.

## The exact coefficient

Let A and B be neutral systems a distance \(R\) apart along the unit vector \(\mathbf n\). Their densities do not overlap, so exchange between them is dropped, and retardation is ignored. Each ground state is spherical and orbitally non-degenerate. Spin degeneracy, as in hydrogen, is harmless because the interaction does not act on spin.

A charge \(q_a\) sits at \(\mathbf a\) from the centre of A and \(q_b\) at \(\mathbf b\) from the centre of B. With \(\mathbf s=\mathbf b-\mathbf a\), write \(|R\mathbf n+\mathbf s|^2=R^2(1+\epsilon)\), \(\epsilon=2\mathbf n\cdot\mathbf s/R+s^2/R^2\). The series \((1+\epsilon)^{-1/2}=1-\epsilon/2+3\epsilon^2/8-\dots\), kept to second order in \(\mathbf s\), gives

\[ \frac{1}{|R\mathbf n+\mathbf s|}=\frac1R-\frac{\mathbf n\cdot\mathbf s}{R^2}+\frac{3(\mathbf n\cdot\mathbf s)^2-s^2}{2R^3}+\dots \tag{3} \]

Multiply by \(q_aq_b\) and sum. A term free of \(\mathbf b\) carries the factor \(\sum_b q_b=0\), and a term free of \(\mathbf a\) carries \(\sum_a q_a=0\). The mixed terms remain: \(-2(\mathbf n\cdot\mathbf a)(\mathbf n\cdot\mathbf b)\) from \((\mathbf n\cdot\mathbf s)^2\) and \(-2\,\mathbf a\cdot\mathbf b\) from \(s^2\). With \(\boldsymbol\mu^A=\sum_a q_a\mathbf a\) and \(\boldsymbol\mu^B=\sum_b q_b\mathbf b\),

\[ V=\sum_{ij}\mu^A_iT_{ij}\mu^B_j,\qquad T_{ij}=\frac{\delta_{ij}-3n_in_j}{R^3}. \tag{4} \]

The omitted terms fall as \(R^{-4}\) or faster. They vanish in first order because a spherical state has no permanent multipole, and in second order they give powers beyond \(R^{-6}\). The matrix \(R^3T\) has eigenvalue \(1\) twice, for directions normal to \(\mathbf n\), and \(1-3=-2\) along \(\mathbf n\). The sum of squared elements of a symmetric matrix is the sum of its squared eigenvalues:

\[ \sum_{ij}T_{ij}^2=\frac{1+1+4}{R^6}=\frac{6}{R^6}. \tag{5} \]

Since \(\langle0|\boldsymbol\mu|0\rangle=0\) on each system, the first-order energy of (4) vanishes, and so does every second-order term in which one system stays unexcited. With \(E_m>0\) and \(E_n>0\) the excitation energies of A and B,

\[ E^{(2)}=-\sum_{m,n}\frac{1}{E_m+E_n}\sum_{ijkl}T_{ij}T_{kl}\,\langle0|\mu^A_i|m\rangle\langle m|\mu^A_k|0\rangle\,\langle0|\mu^B_j|n\rangle\langle n|\mu^B_l|0\rangle. \tag{6} \]

Sum first over the states within one degenerate level of A. The ground state and the projector on the level are invariant under rotations, so the tensor in \(i,k\) is invariant and proportional to \(\delta_{ik}\). Its trace is the line strength \(w_m=\sum|\langle0|\boldsymbol\mu|m\rangle|^2\), summed over the level, so the tensor is \(\delta_{ik}w_m/3\). The same holds for B. With \(m,n\) now labelling levels, (6) becomes \(-\sum_{mn}(w_mw_n/9)\sum_{ij}T_{ij}^2/(E_m+E_n)\). Insert (5) and define \(E^{(2)}=-C_6/R^6\):

\[ C_6=\frac23\sum_{m,n}\frac{w_mw_n}{E_m+E_n}. \tag{7} \]

Sums over levels include integrals over the continuum. Two related sums belong to one system. A field \(F\) along \(z\) adds \(-\mu_zF\), with second-order energy \(-F^2\sum_m w_m/(3E_m)\), which is \(-\alpha F^2/2\) by the definition of \(\alpha\). Completeness of the eigenstates gives the sum of all strengths. Thus

\[ \alpha=\frac23\sum_m\frac{w_m}{E_m},\qquad S\equiv\sum_m w_m=\langle\mu^2\rangle-|\langle\boldsymbol\mu\rangle|^2. \tag{8} \]

The subtraction is the omitted ground-state term, zero under the present assumptions.

## Closure

Replace every \(E_m\) of a system by one energy \(\Delta\), chosen so that (8) still returns the true polarizability, \(\alpha=2S/(3\Delta)\):

\[ \Delta=\frac{2S}{3\alpha},\qquad \frac1\Delta=\sum_m\frac{w_m}{S}\frac{1}{E_m}. \tag{9} \]

The second form follows by inserting \(\alpha\) from (8). It makes \(1/\Delta\) a weighted mean of the \(1/E_m\), so \(\Delta\) cannot lie below the lowest dipole-allowed excitation energy. The denominator of (7) now leaves the sum, and the numerators add to \(S_AS_B\). Using \(\Delta_A+\Delta_B=\tfrac23(S_A\alpha_B+S_B\alpha_A)/(\alpha_A\alpha_B)\),

\[ C_6^{\rm cl}=\frac23\frac{S_AS_B}{\Delta_A+\Delta_B}=\frac{\alpha_A\alpha_B\,S_AS_B}{S_A\alpha_B+S_B\alpha_A}. \tag{10} \]

For a like pair the last form is \(\alpha^2S^2/(2\alpha S)=\alpha S/2\).

The error of (10) has a definite sign. Put \(x=1/E_m\) and \(y=1/E_n\), so that \(1/(E_m+E_n)=xy/(x+y)\). For any real \(t\),

\[ t^2x+(1-t)^2y-\frac{xy}{x+y}=(x+y)\left(t-\frac{y}{x+y}\right)^2\ge0. \tag{11} \]

To verify it, expand both sides: each contains \((x+y)t^2-2ty\), and the remaining terms agree because \(y-xy/(x+y)=y^2/(x+y)\). Multiply (11) by \(\tfrac23w_mw_n\) and sum. The first two terms are linear in \(x\) and \(y\), so by (9) they are replaced by the means \(\bar x=1/\Delta_A\) and \(\bar y=1/\Delta_B\):

\[ C_6\le\frac23S_AS_B\left[t^2\bar x+(1-t)^2\bar y\right]. \tag{12} \]

Choose \(t=\bar y/(\bar x+\bar y)\). By (11) applied to \(\bar x,\bar y\), the bracket is then \(\bar x\bar y/(\bar x+\bar y)=1/(\Delta_A+\Delta_B)\), and

\[ C_6\le C_6^{\rm cl}. \tag{13} \]

The bound needs the exact \(S\) and \(\alpha\) of the same Hamiltonian that defines \(C_6\). Equality requires the square in (11) to vanish for every pair of lines with nonzero strength, so \(x/y\) must be the same for all pairs, which happens if and only if each system has a single line. For a like pair \(t=1/2\), the right side of (11) is \((x-y)^2/[4(x+y)]\), and the excess is

\[ C_6^{\rm cl}-C_6=\frac16\sum_{m,n}w_mw_n\frac{(1/E_m-1/E_n)^2}{1/E_m+1/E_n}, \tag{14} \]

which measures the spread of the spectrum.

The single-line case gives a check of the factors in (4) to (10). One electron in an isotropic harmonic well of frequency \(\omega\), with a neutralizing charge at the centre, has \(x=(a+a^\dagger)/\sqrt{2\omega}\) in each direction. The dipole changes one quantum number by one, so the one line is at \(\omega\), with \(S=3/(2\omega)\). Equation (10) gives \(C_6=3/[2\omega_A\omega_B(\omega_A+\omega_B)]\), which for \(\omega_A=0.5\) and \(\omega_B=0.8\) is \(1.5/(0.4\times1.3)=2.884615\). Exact normal-mode diagonalization of the two oscillators coupled by (4) at \(R=15\) bohr, which uses no perturbation theory, gives \(-ER^6=2.884617\).

## The exchange hole of a determinant

Let the state be one Slater determinant of real orthonormal orbitals \(\phi_{i\sigma}\). For one spin, with the label \(\sigma\) suppressed, \(\gamma(\mathbf r_1,\mathbf r_2)=\sum_i\phi_i(\mathbf r_1)\phi_i(\mathbf r_2)\) and \(\rho(\mathbf r)=\gamma(\mathbf r,\mathbf r)\). The same-spin pair density is the sum over orbital pairs of direct minus exchanged products,
\(\sum_{ij}[\phi_i^2(\mathbf r_1)\phi_j^2(\mathbf r_2)-\phi_i\phi_j(\mathbf r_1)\,\phi_i\phi_j(\mathbf r_2)]=\rho(\mathbf r_1)\rho(\mathbf r_2)-\gamma^2\). Division by \(\rho(\mathbf r_1)\) gives the density of the other same-spin electrons, \(\rho(\mathbf r_2)-h\), with the exchange hole

\[ h(\mathbf r_1,\mathbf r_2)=\frac{\gamma(\mathbf r_1,\mathbf r_2)^2}{\rho(\mathbf r_1)},\qquad\int h\,d^3r_2=\frac{\sum_{ij}\phi_i\phi_j(\mathbf r_1)\,\delta_{ij}}{\rho(\mathbf r_1)}=1. \tag{15} \]

One orbital gives \(h=\phi^2(\mathbf r_2)\), which is (1). For hydrogen the determinant is the exact state, so (1) is the complete hole and no correlation part exists. With \(\mathbf r_{ij}=\int\phi_i\mathbf r\phi_j\,d^3r\), the centroid and the hole dipole are

\[ \mathbf c(\mathbf r_1)=\frac{\sum_{ij}\phi_i(\mathbf r_1)\phi_j(\mathbf r_1)\,\mathbf r_{ij}}{\rho(\mathbf r_1)},\qquad\mathbf d_X=\mathbf r_1-\mathbf c(\mathbf r_1). \tag{16} \]

A shift of origin moves \(\mathbf r_1\) and \(\mathbf c\) equally, because \(h\) integrates to one, so \(\mathbf d_X\) does not depend on the origin. XDM defines \(M=\sum_\sigma\int\rho_\sigma d_{X\sigma}^2\,d^3r\) and writes it for \(S\) in (10):

\[ C_6^{\rm XDM}=\frac{\alpha_A\alpha_B\,M_AM_B}{M_A\alpha_B+M_B\alpha_A}. \tag{17} \]

## How M compares with the dipole fluctuation

The variance of \(\boldsymbol\mu\) in the determinant follows from completeness over all determinants built from occupied orbitals \(i,j\) and empty orbitals \(a\). A one-electron, spin-free operator connects the reference to single excitations \(i\to a\) of the same spin, with matrix element \(-\mathbf r_{ia}\), and to no other excited determinant. Hence \(S_{\det}=\sum_\sigma\sum_{ia}|\mathbf r_{ia}|^2\). The sum over empty orbitals is the sum over all orbitals, which gives \(\langle i|r^2|i\rangle\), minus the sum over occupied ones. Per spin,

\[ S_{\det,\sigma}=\int\rho\,r^2\,d^3r-\sum_{ij}|\mathbf r_{ij}|^2=\int\rho\,\mathbf r\cdot(\mathbf r-\mathbf c)\,d^3r=\int\rho\,\mathbf r\cdot\mathbf d_X\,d^3r. \tag{18} \]

The middle step uses (16): \(\int\rho\,\mathbf r\cdot\mathbf c=\sum_{ij}\mathbf r_{ij}\cdot\mathbf r_{ij}\). The variance is therefore the average of \(\mathbf r\cdot\mathbf d_X\), whereas \(M\) is the average of \(\mathbf d_X\cdot\mathbf d_X\).

To compare them, define the scalar product \(\langle f,g\rangle=\int\rho fg\,d^3r\) and the operator \((Kf)(\mathbf r_1)=\int h(\mathbf r_1,\mathbf r_2)f(\mathbf r_2)\,d^3r_2\), which averages a function over the hole. Then \(\mathbf c=K\mathbf r\), and (15) reads \(K1=1\). The operator has three properties. First, \(\langle f,Kg\rangle=\iint\gamma^2f(\mathbf r_1)g(\mathbf r_2)\) is symmetric in \(f\) and \(g\), so \(K\) is self-adjoint. Second, writing \(\gamma^2\) as a double sum over orbitals,

\[ \langle f,Kf\rangle=\sum_{ij}\Big(\int\phi_i\phi_jf\,d^3r\Big)^2\ge0. \tag{19} \]

Third, expand \((f_1-f_2)^2=f_1^2+f_2^2-2f_1f_2\) with \(f_k=f(\mathbf r_k)\). By (15), \(\int\gamma^2d^3r_2=\rho(\mathbf r_1)\), so each squared term gives \(\langle f,f\rangle\), and

\[ \langle f,(1-K)f\rangle=\frac12\iint\gamma^2\,(f_1-f_2)^2\,d^3r_1d^3r_2\ge0. \tag{20} \]

The range of \(K\) is spanned by the finitely many functions \(\phi_i\phi_j/\rho\), so \(K\) can be diagonalized, and (19) and (20) place its eigenvalues \(\kappa\) in \([0,1]\). With the three Cartesian components summed, (18) is \(\langle\mathbf r,(1-K)\mathbf r\rangle\), and self-adjointness gives \(M_\sigma=\langle\mathbf r,(1-K)^2\mathbf r\rangle\). Since \((1-K)-(1-K)^2=K(1-K)\), whose eigenvalues are \(\kappa(1-\kappa)\ge0\),

\[ S_{\det}-M=\sum_\sigma\langle\mathbf r,K_\sigma(1-K_\sigma)\mathbf r\rangle\ge0. \tag{21} \]

If the centroid is a constant \(\mathbf c_0\), then \(K(1-K)\mathbf r=\mathbf c_0-K\mathbf c_0=0\) and \(M=S_{\det}\). This covers one orbital per spin, and also any atom whose occupied orbitals are all of s type, where parity makes every \(\mathbf r_{ij}\) zero. Sphericity was not used in (18) to (21). For a random non-spherical determinant of three orbitals the numerical check finds \(S_{\det}=16.203\) and, by quadrature on one grid, \(M\approx14.9\), with the two largest eigenvalues of \(K\) equal to \(1.0000\) and about \(0.55\).

The inverse of (17) is \(1/C_6^{\rm XDM}=1/(\alpha_AM_B)+1/(\alpha_BM_A)\), so (17) increases with each \(M\), and at fixed polarizabilities (21) lowers the result from its value with \(S_{\det}\). When the determinant is the exact state, as for one electron or for non-interacting electrons, \(S_{\det}=S\): closure errs upward by (13), the hole dipole errs downward by (21), and (17) is in general a bound in neither direction. For interacting electrons \(S_{\det}\) also differs from the exact \(S\) through correlation, a third error whose sign is not fixed by anything shown here. The proof of (21) uses the form (15) of the hole, so it says nothing about a model hole, such as that of Becke and Roussel, put in its place.

## Atoms in molecules

To apply (17) to pairs of atoms inside molecules, XDM adds two definitions that do not follow from perturbation theory. With Hirshfeld weights \(p_i=\rho_i^{\rm free}/\sum_j\rho_j^{\rm free}\) built from free-atom densities at the nuclear positions, \(r_i\) the distance from nucleus \(i\), and \(\rho_{\rm tot}\) the total density,

\[ M_i=\sum_\sigma\int p_i\,\rho_\sigma d_{X\sigma}^2\,d^3r,\qquad\alpha_i=\alpha_i^{\rm free}\,\frac{\int r_i^3\,p_i\,\rho_{\rm tot}\,d^3r}{\int r_i^3\,\rho_i^{\rm free}\,d^3r}. \tag{22} \]

The weights add to one, so the \(M_i\) add to \(M\). For an isolated atom \(p_i=1\) and the volume ratio is one, so (22) returns the free-atom quantities.

The partition presumes that the hole stays near the atom of the reference electron, and the hole (15) need not do so. Describe two distant hydrogen atoms by one doubly occupied orbital \((\psi_A+\psi_B)/\sqrt2\), neglecting overlap. The hole is then the square of that orbital and its centroid is the midpoint, at \(R\mathbf n/2\) from A. Near A the two spins together have density \(\psi_A^2\), so \(M_A=\langle|\mathbf r-R\mathbf n/2|^2\rangle=3+R^2/4\), the cross term vanishing by parity. This grows without limit instead of tending to (2). The growth belongs to the spin-restricted determinant. If one spin occupies \(\psi_A\) and the other \(\psi_B\), each hole is centred on its own proton, \(M=3+3\), and by symmetry \(M_A=3\).

## Hydrogen: the value 27/4

The polarizability follows from the Dalgarno–Lewis method. The field term is \(-\mu_zF=+Fz\), and the first-order function \(F\psi_1\) obeys \((H_0-E_0)\psi_1=-z\psi_0\). Put \(\psi_1=f\psi_0\). The product rule gives \(\nabla^2(f\psi_0)=\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0+f\nabla^2\psi_0\). The last term cancels against the potential and \(E_0\) by the ground-state equation, and \(\nabla\psi_0=-\hat{\mathbf r}\psi_0\), so

\[ -\tfrac12\nabla^2f+\partial_rf=-z. \tag{23} \]

Try \(f=-z-rz/2\). One has \(\nabla^2z=0\) and \(\partial_rz=z/r\). Also \(\nabla^2(rz)=z\nabla^2r+2\hat{\mathbf r}\cdot\hat{\mathbf z}=2z/r+2z/r=4z/r\), and \(\partial_r(rz)=2z\) because \(rz=r^2\cos\theta\). Then \(-\tfrac12\nabla^2f=z/r\) and \(\partial_rf=-z/r-z\), which add to \(-z\) as (23) requires. The function \(\psi_1\) is odd, hence orthogonal to \(\psi_0\), and normalizable. The second-order energy is \(F^2\langle\psi_0|z|\psi_1\rangle=-\alpha F^2/2\). With the angular average \(z^2\to r^2/3\) and \(\langle r^3\rangle=4\cdot120/64=7.5\),

\[ \alpha=\frac23\left(\langle r^2\rangle+\frac{\langle r^3\rangle}{2}\right)=\frac23\,(3+3.75)=\frac92. \tag{24} \]

Equations (2), (17) and (24) give, for two hydrogen atoms,

\[ C_6^{\rm XDM}=\frac{\alpha M}{2}=\frac{4.5\times3}{2}=\frac{27}{4}=6.75, \tag{25} \]

in \(E_h a_0^6\), or 4.03 eV Å⁶. Because \(M=S\) here, (25) is also \(C_6^{\rm cl}\), and by (13) it is an upper bound, not the true coefficient. The true value comes from (7) with the p-wave spectrum represented by pseudostates, the eigenvectors of \(H_0\) in a finite radial basis \(r^ke^{-\zeta r}\). These reproduce \(S=3.0000\) and \(\alpha=4.5000\), two different bases agree, and the result is \(C_6=6.4990\), or 3.88 eV Å⁶. The XDM value exceeds it by 3.9 % of the true value. Both inputs of (25) are exact, so the whole excess is the spectral spread (14). The 1s–2p line at \(0.375\,E_h\) has \(w=1.665\), which is 55.5 % of \(S\). The rest lies at higher energies and raises the mean (9) to \(\Delta=2\cdot3/(3\cdot4.5)=0.4444\,E_h\).

## A case where the hole dipole carries the error

The opposite situation is a model of eight non-interacting electrons filling the s and p shells of an isotropic harmonic trap, with a neutralizing charge at the centre. The determinant is exact. The dipole changes one quantum number by one and Pauli blocking leaves excitations to the next shell, so the spectrum has one line at \(\omega\) and closure is exact.

Per spin the orbitals are \(\phi_0=(\omega/\pi)^{3/4}e^{-\omega r^2/2}\) and \(\phi_k=\sqrt{2\omega}\,x_k\phi_0\), so \(\rho=\phi_0^2(1+u^2)\) with \(u^2=2\omega r^2\). In (16) the s–s and p–p elements vanish by parity. The element of \(x_k\) between \(\phi_0\) and \(\phi_k\) is \(\sqrt{2\omega}\,\langle x_k^2\rangle_0=\sqrt{2\omega}/(2\omega)=1/\sqrt{2\omega}\), where \(\langle\ \rangle_0\) averages over \(\phi_0^2\), and it appears twice in the double sum. Thus \(c_k=2\phi_0\phi_k/(\sqrt{2\omega}\,\rho)=2x_k/(1+u^2)\) and

\[ \mathbf d_X=\mathbf r\,\frac{u^2-1}{u^2+1}. \tag{26} \]

The vector \(\mathbf d_X\), the negative of the dipole of electron plus hole, points inward for \(u<1\), vanishes at \(u=1\), and tends to \(\mathbf r\) far out. Under \(\phi_0^2\) the three components of \(\mathbf u=\sqrt{2\omega}\,\mathbf r\) are independent Gaussians of unit variance, each with fourth moment 3. Hence \(\langle u^2\rangle_0=3\) and \(\langle u^4\rangle_0=3\cdot3+6\cdot1=15\). Equation (18), with \(r^2=u^2/2\omega\) and a factor 2 for spin, gives

\[ S=\frac{2}{2\omega}\langle u^2(u^2-1)\rangle_0=\frac{12}{\omega},\qquad\alpha=\frac{2S}{3\omega}=\frac{8}{\omega^2}. \tag{27} \]

For \(M\), put \(s=1+u^2\), so that \((u^2-1)^2/s=(s-2)^2/s=s-4+4/s\), and use \(u^2/s=1-1/s\):

\[ M=\frac1\omega\big\langle u^4-3u^2+4-4/s\big\rangle_0=\frac{10-4J}{\omega},\qquad J=\sqrt{\frac2\pi}\int_0^\infty\frac{u^2e^{-u^2/2}}{1+u^2}\,du. \tag{28} \]

The same split gives \(J=1-\sqrt{2/\pi}\,I\), since \(\int_0^\infty e^{-u^2/2}du=\sqrt{\pi/2}\), with \(I=\int_0^\infty e^{-u^2/2}(1+u^2)^{-1}du\). Write \((1+u^2)^{-1}=\int_0^\infty e^{-t(1+u^2)}dt\), do the Gaussian integral \(\int_0^\infty e^{-vu^2}du=\tfrac12\sqrt{\pi/v}\) with \(v=t+\tfrac12\), and set \(v=q^2\):

\[ I=\frac{\sqrt{\pi e}}{2}\int_{1/2}^\infty\frac{e^{-v}}{\sqrt v}\,dv=\sqrt{\pi e}\int_{1/\sqrt2}^\infty e^{-q^2}dq=\frac{\pi\sqrt e}{2}\,\mathrm{erfc}\frac{1}{\sqrt2}. \tag{29} \]

Then \(J=1-\sqrt{\pi e/2}\,\mathrm{erfc}(1/\sqrt2)\), and since \(4\sqrt{\pi e/2}=2\sqrt{2\pi e}\),

\[ M=\frac2\omega\left[3+\sqrt{2\pi e}\;\mathrm{erfc}\frac1{\sqrt2}\right]. \tag{30} \]

For \(\omega=0.5\,E_h\) these give \(S=24\), \(\alpha=32\) and \(M=17.245\), so \(M/S=0.7186\), a ratio independent of \(\omega\) by (27) and (30). The exact like-pair coefficient is \(\alpha S/2=32\times24/2=384\), and the sum (7) over single excitations gives the same. XDM gives \(32\times17.245/2=275.9\), which is 28 % below the exact value. The effective energy computed from \(M\), \(2\times17.245/(3\times32)=0.3593\,E_h\), lies below the one line at \(0.5\,E_h\). By (9) this cannot happen with a true dipole variance.

The unlike pair of hydrogen and the trap contains both errors. Closure with exact variances gives \(\tfrac23\times3\times24/(4/9+1/2)=50.82\), which is 2.0 % above the exact 49.85 from (7), as (13) demands. Equation (17) gives

\[ C_6^{\rm XDM}=\frac{4.5\times32\times3\times17.245}{3\times32+17.245\times4.5}=42.91, \tag{31} \]

which is 14 % below the exact value, so for this pair the lowering from (21) outweighs the excess from closure. The numerical check that follows tests (4), (7), (10), (13), (18), the inequality in (21), (24) to (27) and (30) against quantities computed from the definitions.

## Values computed for the example and the checks

```
sum of T_ij^2 times R^6: 6.000000 
oscillator omega A: 0.500000 Eh
oscillator omega B: 0.800000 Eh
oscillator separation R: 15.000000 bohr
oscillators: -E R^6 by diagonalization: 2.884617 Eh bohr^6
oscillators: closure formula: 2.884615 Eh bohr^6
H <r^2>: 3.000000 bohr^2
H <r^3>: 7.500000 bohr^3
H M from hole quadrature: 3.000000 bohr^2
H S from pseudostates: 3.000000 bohr^2
H alpha Dalgarno-Lewis: 4.500000 bohr^3
H alpha pseudostates: 4.500000 bohr^3
H Delta = 2M/(3 alpha): 0.444444 Eh
H lowest excitation 1s-2p: 0.375000 Eh
H w of 1s-2p: 1.664787 bohr^2
H share of S in 1s-2p: 55.492896 %
H-H C6 XDM: 6.750000 Eh bohr^6
H-H C6 exact: 6.499027 Eh bohr^6
H-H XDM excess: 3.861706 %
H-H C6 XDM: 4.033307 eV A^6
H-H C6 exact: 3.883343 eV A^6
trap omega: 0.500000 Eh
trap alpha: 32.000000 bohr^3
trap S: 24.000000 bohr^2
trap M: 17.245436 bohr^2
trap M/S: 0.718560 
trap Delta from S: 0.500000 Eh
trap Delta from M: 0.359280 Eh
trap-trap C6 exact: 384.000000 Eh bohr^6
trap-trap C6 closure with S: 384.000000 Eh bohr^6
trap-trap C6 XDM: 275.926981 Eh bohr^6
H-trap C6 exact: 49.848799 Eh bohr^6
H-trap C6 closure with S: 50.823529 Eh bohr^6
H-trap C6 XDM: 42.913807 Eh bohr^6
random determinant S: 16.202870 bohr^2
random determinant M: 14.922974 bohr^2
K largest eigenvalue: 1.000000 
K second eigenvalue: 0.545793
```
